# Hole sweep-out and the gain ceiling of an n-type photoconductor, part 2

Light falling on an n-type semiconductor bar at fixed voltage can send more than one electron round the circuit per absorbed photon, because each hole left behind needs a compensating electron. The question is what gain remains when the field sweeps holes out before they recombine.

The bar has length $L$, with the anode at $x=0$ and the cathode at $x=L$. The voltage $V>0$ gives the dark field $E=V/L$ along $+x$, and holes drift towards the cathode. The field in the light is $\mathcal E=E+\eta$, and $\eta$ averages to zero over the bar. Averages over the length are written $\langle\cdot\rangle$, and a prime means $d/dx$.

The elementary charge $q$ is positive, and $kT$ is the thermal energy. The dark electron and hole densities are $n_0$ and $p_0\ll n_0$, and the light adds $N$ and $P$. Quasi-neutrality sets $N=P$ in the carrier terms, and low injection means $P\ll n_0$. Uniform light generates $G$ pairs per unit volume and time, and excess pairs recombine at the rate $P/\tau$. The mobilities are $\mu_n,\mu_p$, with $b=\mu_n/\mu_p$, and the diffusion coefficients are $D_{n,p}=\mu_{n,p}kT/q$.

The current density along $+x$ is $J$, and $\Delta J$ is its value in the light minus that in the dark. The gain is $g=\Delta J/(qGL)$. Fixed voltage and quasi-neutrality give

$$\Delta J=q(\mu_n+\mu_p)\langle P\mathcal E\rangle.\tag{2}$$

To first order in $P$, neglecting $\mu_pp_0$ beside $\mu_nn_0$,

$$\eta=\frac{1}{\mu_nn_0}\left[\frac{\Delta J}{q}-(\mu_n+\mu_p)EP-(D_n-D_p)P'\right],\tag{3}$$

With $v=\mu_pE$, the excess holes obey

$$D_pP''-vP'-\frac P\tau+G=0.\tag{6}$$

The gain is then $g=(1+b)\theta$, where $\theta=v\langle P\rangle/(GL)$ measures the stored holes. Two losses keep $\theta$ below $1/2$: holes diffusing out through the anode, and holes recombining on the way. With the transit time $t_p=L/v$, bounds on these losses give

$$\frac{1+b}{2}\left[1-\frac{2kT}{qV}-\frac{t_p}{3\tau}\right]\le g<\frac{1+b}{2}.\tag{11}$$

## The approach to the ceiling, a silicon example, and the limits of the result

The bar extends from the anode at $x=0$ to the cathode at $x=L$, under the voltage $V$ and the field $E=V/L$. Uniform light generates $G$ pairs per volume and time. The excess hole density $P$ vanishes at both contacts and obeys $D_pP''-vP'-P/\tau+G=0$, with $v=\mu_pE$ and transit time $t_p=L/v$. The gain is $g=(1+b)\theta$, where $b=\mu_n/\mu_p$ and $\theta=v\langle P\rangle/(GL)<1/2$. The bounds (11) show that in a quasi-neutral bar $g$ approaches $(1+b)/2$ when $V\gg kT/q$ and $t_p\ll\tau$.

The full dependence on bias follows from solving the hole equation. Two dimensionless numbers suffice,

$$u=\frac{vL}{D_p}=\frac{qV}{kT},\qquad a=\frac{L^2}{D_p\tau},\qquad \frac{t_p}{\tau}=\frac au.$$

A constant density $G\tau$ solves the equation with its source. A solution $e^{kx/L}$ without the source requires $k^2-uk-a=0$, so

$$k_\pm=\frac{u\pm s}{2},\qquad s=\sqrt{u^2+4a},\qquad k_+k_-=-a.$$

Write $P=G\tau[1-Ae^{k_+x/L}-Be^{k_-x/L}]$. The contact conditions are $A+B=1$ and $Ae^{k_+}+Be^{k_-}=1$, which give

$$A=\frac{1-e^{k_-}}{e^{k_+}-e^{k_-}},\qquad B=\frac{e^{k_+}-1}{e^{k_+}-e^{k_-}}.$$

The average of each exponential is $(e^{k_\pm}-1)/k_\pm$. The products $A(e^{k_+}-1)$ and $B(1-e^{k_-})$ are equal. Calling them $C$ and multiplying numerator and denominator by $e^{-k_+}$,

$$C=\frac{(1-e^{k_-})(1-e^{-k_+})}{1-e^{-s}}.$$

Hence

$$\langle P\rangle=G\tau\left[1-C\left(\frac1{k_+}-\frac1{k_-}\right)\right]=G\tau\left[1-\frac{sC}{a}\right],$$

because $1/k_+-1/k_-=(k_--k_+)/(k_+k_-)=(-s)/(-a)$. Multiplying by $v/(GL)$ and using $v\tau/L=u/a$,

$$\theta=\frac ua\left(1-\frac{sC}{a}\right).\tag{12}$$

A finite-volume solution of the hole equation, with $u$ equal to 0.5, 5, 50 and 193.4 and $a$ equal to 0.3, 1.719 and 30, agreed with (12) to a relative error of $8.5\times10^{-6}$ or better in all twelve cases.

For large $u$ at fixed $a$, set $\kappa=-k_-=a/k_+$, which is small. Then $s=k_++\kappa=a/\kappa+\kappa$, and up to exponentially small terms $C=1-e^{-\kappa}=\kappa-\kappa^2/2+\kappa^3/6-\dots$. Therefore

$$\frac{sC}{a}=\left(\frac1\kappa+\frac\kappa a\right)\left(\kappa-\frac{\kappa^2}{2}+\frac{\kappa^3}{6}\right)
=1-\frac\kappa2+\frac{\kappa^2}{6}+\frac{\kappa^2}{a}+O(\kappa^3).$$

With $\kappa=a/u+O(u^{-3})$, equation (12) becomes

$$\theta=\frac12\left[1-\frac{2+a/3}{u}\right]+O(u^{-2}).\tag{13}$$

This is the lower bound of (11), which is thus also the leading approach to the limit.

Two other limits show what sweep-out replaces. In a long bar at modest field, with $v\tau\ll L$ and $\sqrt{D_p\tau}\ll L$, most holes recombine where they are made. Then $\langle P\rangle\approx G\tau$, $\theta\approx u/a$, and

$$g\approx(\mu_n+\mu_p)\frac{E\tau}{L}=(1+b)\frac{\tau}{t_p},$$

the gain proportional to voltage. Without recombination, on the other hand, the hole density is

$$P=\frac Gv\left[x-L\,\frac{e^{ux/L}-1}{e^u-1}\right],$$

as substitution confirms. Its average gives

$$\theta=\frac12-\frac1u+\frac1{e^u-1}=\frac12\left[\coth\frac u2-\frac2u\right].$$

At small $u$ this is $u/12$. Diffusion to the contacts then sets a mean hole time $\langle P\rangle/G=L^2/(12D_p)$, so even at low bias a short bar does not offer the full recombination lifetime.

As an example, take rough parameters in the regime of a lightly doped n-type silicon film on an insulator at 300 K. The length is 100 µm, the electron density $3\times10^{14}$ cm⁻³, the mobilities 1400 and 450 cm²/Vs, and the lifetime 5 µs. The generation rate is $10^{19}$ cm⁻³ s⁻¹ and the bias 5 V. The field is $5/0.01=500$ V/cm, the hole velocity $450\times500=2.25\times10^5$ cm/s, and the transit time $0.01/(2.25\times10^5)$ s $=44.4$ ns, about a hundredth of the lifetime. With $kT/q=25.85$ mV, $D_p=11.63$ cm²/s, $u=193.4$ and $a=1.719$. The mobility ratio 3.111 puts the ceiling at 2.056. From (13),

$$g\approx\frac{4.111}{2}\left(1-\frac{2.573}{193.4}\right)=2.028,$$

and the closed form gives the same to the digits shown. The gain proportional to voltage would have been $4.111\times193.4/1.719$, about 460. The losses in $\theta$ are 0.0052 from the anode and 0.0015 from recombination, which take it from 0.5 to 0.4933.

With constant mobilities the gain is 0.54 at 0.05 V, 1.41 at 0.2 V, 1.92 at 1 V and 2.05 at 20 V. The lower bound guarantees a gain within ten per cent of the ceiling once $u\ge2.573/0.1$, which here means about 0.67 V.

Neutrality was assumed, and the example allows an estimate. In the drift region, Gauss's law gives $P-N=(\varepsilon/q)\eta'$, where $\varepsilon$ is the permittivity. With (3) and $P'=G/v$, the magnitude of this difference, relative to the largest hole density $GL/v$, is $(1+b)t_d/t_p$, where $t_d=\varepsilon/(q\mu_nn_0)$ is the dielectric relaxation time. Here $t_d=15.4$ ps, and the ratio is about $1.4\times10^{-3}$. Near the cathode the density falls to zero over $kT/(qE)=0.52$ µm, only about twice the Debye length of 0.24 µm, so neutrality is less accurate there. A numerical solution of Poisson's equation with both nonlinear continuity equations, assuming neither neutrality nor low injection, nevertheless gave a gain of 2.028 at 5 V. At 0.2 V and a hundredth of the light it gave 1.412, also equal to the closed form to the digits shown. The ratio $t_d/t_p$ grows with the voltage, however. At 100 V, still with constant mobilities, Poisson's equation solved to first order in the light gives a gain of 2.073, slightly above the neutral ceiling of 2.056. At voltages so high that $t_p\ll t_d$, electrons and holes would simply drift out separately, and the gain would fall to one charge per photon.

Low injection is sufficient for the ceiling, but the limit survives somewhat beyond it. Equation (2) was obtained before $\mathcal E$ was replaced by $E$. Neglecting $p_0$, the average hole flux is $\mu_p\langle P\mathcal E\rangle$, and if anode loss and recombination are small the flux is still $Gx$. Its average $GL/2$ then gives $g=(1+b)/2$ again. The field, however, is no longer uniform. In the drift region $J=q\mu_nn_0\mathcal E+(1+b)qGx$, and since the average field is $E$,

$$\frac{\mathcal E}{E}=1+r\left(\frac12-\frac xL\right),\qquad r=\left(1+\frac1b\right)\frac{Gt_p}{n_0}.$$

At $r=2$ the field would vanish at the cathode, and the drift argument fails before that. In the example the peak injection $Gt_p/n_0$ is 0.0015. With a hundred times more light it is 0.148, so $r\approx0.20$, and the full numerical solution gives a gain of 2.030 at the same 5 V. The small rise is accounted for by the stronger field at the anode, which divides the loss 0.00517 there by $1+r/2$ and so adds about 0.002 to the gain.

The contact condition matters more. If the cathode removes holes at a finite speed $S$, the outgoing flux is $SP(L)$. When losses are small, $P(L)\approx GL/S$ and, near the cathode,

$$P\approx\frac{Gx}{v}+GL\left(\frac1S-\frac1v\right)e^{-v(L-x)/D_p}.$$

Averaging the exponential over the bar gives the factor $D_p/(vL)=1/u$, so the hole storage is

$$\theta\approx\frac12-\frac1u+\frac{D_p}{LS}-\frac{t_p}{6\tau}.$$

The storage is close to that of a perfect absorber if $S\gg D_p/L$, here about $1.2\times10^3$ cm/s. For $S=10^6$ cm/s the hole equation gives $\theta=0.4945$; for $10^3$ cm/s it gives about 1.63. A cathode that blocks holes completely forces nearly all of them to recombine in the bar, and $\theta$ rises to 112, close to $u/a$. These values hold at 5 V for light weak enough to keep injection low. The light of the example is too strong for the last two: it would put the hole density at the cathode at about $0.33\,n_0$ for $S=10^3$ cm/s and about $32\,n_0$ for a blocking cathode. They measure stored holes, not gain, because with $P(L)\ne0$ the diffusion terms and the contact potential also enter the current. They do show that the cap on storage depends on the cathode.

The other restriction concerns high bias. At large fields drift velocities are no longer proportional to the field. Let them be $v_n(\mathcal E)$ and $v_p(\mathcal E)$. To first order the field change contributes $qn_0(dv_n/dE)\eta$ to the current, which still averages to zero at fixed voltage. The excess carriers contribute $q(v_n+v_p)P$, and the holes drift at $v_p(E)$. The same argument gives

$$g=\left(1+\frac{v_n}{v_p}\right)\theta<\frac12\left(1+\frac{v_n}{v_p}\right).\tag{14}$$

As a simple model take $v_{n,p}=\mu_{n,p}E/(1+\mu_{n,p}E/v_s)$, with the same $v_s=10^7$ cm/s for both carriers and diffusion coefficients reduced in the same proportion as the mobilities. Then

$$\frac{v_n}{v_p}=b\,\frac{1+\mu_pE/v_s}{1+\mu_nE/v_s},$$

which falls from $b$ towards 1, so the ceiling itself falls towards one charge per photon. In the example the gain becomes 1.96 at 5 V, 1.82 at 20 V and 1.44 at 100 V. The full numerical solution with the same velocity law gives 1.822 at 20 V, against 1.818 from (14). At 100 V the departure from neutrality matters more: including Poisson's equation to first order in the light gives 1.48 instead of 1.44.

With this velocity law the gain therefore has a maximum, whose position can be estimated. At low field the ratio is $b[1-(\mu_n-\mu_p)E/v_s]$, which lowers the gain by $\alpha V$ with $\alpha=b(\mu_n-\mu_p)/(2v_sL)=0.0148$ V⁻¹. The losses in (13) lower it by $\beta/V$, with $\beta=2.056\times2.573\times0.02585=0.137$ V. The sum is smallest at $V=\sqrt{\beta/\alpha}\approx3.0$ V, where the gain is $2.056-2\sqrt{\alpha\beta}\approx1.97$. A scan of the unexpanded formula finds 1.968 at 3.2 V. With this law the constant-mobility ceiling is approached to about four per cent and then lost again. The outcome depends on the shape of the law. Take $v=\mu E/[1+(\mu E/v_s)^\gamma]^{1/\gamma}$. Rough values $\gamma=1.11$, $v_s=1.07\times10^7$ cm/s for electrons and $\gamma=1.21$, $v_s=0.84\times10^7$ cm/s for holes give a similar maximum, 1.98 near 3.6 V. With $\gamma=2$, $v_s=1.1\times10^7$ cm/s for electrons and $\gamma=1$, $v_s=0.95\times10^7$ cm/s for holes, the holes slow down first and $v_n/v_p$ rises above $b$. The gain then passes $(1+b)/2$ and reaches about 2.15 near 30 V before it falls. Equation (14) holds in each case, but the height and position of the maximum belong to the velocity law chosen.

For a real silicon film these numbers are a guide only. The model treats an isolated bar, whereas a silicon substrate under the oxide acts as a gate. Take 2 µm of oxide, a film 10 µm thick, the substrate at the cathode potential and flat bands at zero voltage. A simple depletion estimate then removes the electrons from about 16 per cent of the film thickness near the anode at 5 V, from about half at 20 V, and from all of it above about 51 V. In a film 10 µm thick, the thickness used below, a lifetime of 5 µs requires surfaces with little recombination. Light at 850 nm entering from above is absorbed unevenly in depth, but if the surfaces do not recombine carriers and the contacts cover the whole depth, averaging the linear hole equation over depth restores (6). The assumption most open to doubt is the cathode: a heavily doped n-type contact presents a barrier to holes, and the figures above show how strongly the storage then depends on $S$. Trapped holes are also left out. A trapped density $P_t$ is not swept away, yet neutrality requires an equal number of extra electrons, which add $bv\langle P_t\rangle/(GL)$ to the gain. A measured gain above $(1+b)/2$ would therefore point to a failure of one of the assumptions.

Heating and breakdown are minor at 5 V. For a film 10 µm thick the Joule heat is 16.8 W/cm². If it flows straight down through 2 µm of oxide and 500 µm of silicon, with rough conductivities of 0.014 and 1.5 W/(cm K), the temperature rises by 0.8 K. The field is about 0.2 per cent of a rough breakdown field of $3\times10^5$ V/cm. At 100 V, even with saturating velocities, the same heat path would give a rise of about 130 K. The gains quoted for that voltage therefore require pulses short enough to keep the film near 300 K, and also a bar that the substrate does not deplete.

The dark current is a more serious matter. For a width of 100 µm the cross-section is $10^{-5}$ cm², and the constant-mobility photocurrent is

$$I_{\rm ph}=qGLA\,g=0.325\ \text{µA},$$

with $A$ the cross-section. The dark current $qn_0\mu_nEA$ is 336 µA, a thousand times larger. In the swept-out regime with constant mobilities, raising the voltage increases this dark current in proportion while the photocurrent hardly changes. The numerical output below lists the main values used here.

## Computed results

```
length 100 um, film 10 um, width 100 um
temperature 300 K, thermal voltage 25.85 mV
n0 3.0e+14 cm^-3, p0 3.3e+05 cm^-3
mobilities: electron 1400, hole 450 cm2/Vs
mobility ratio b 3.111; hole diffusivity 11.63 cm2/s
lifetime 5.0 us; generation 1.0e+19 cm^-3 s^-1
bias 5.0 V, field 500 V/cm
u = qV/kT 193.4; a = L^2/(Dp tau) 1.719
hole velocity 2.250e+05 cm/s, transit time 44.4 ns
gain ceiling (1+b)/2 2.056
gain at 5 V, closed form 2.028
gain at 5 V, large-u formula 2.028
gain if no hole were swept out 462
theta 0.4933; loss to anode diffusion 0.00517
loss to recombination 0.00148
mid-bar hole density / (G t_p/2) 0.9977
worst relative error, closed form vs numerics 8.5e-06
  0.05 V: gain, constant mobility 0.539, saturating velocity 0.539
  0.20 V: gain, constant mobility 1.412, saturating velocity 1.410
  1.00 V: gain, constant mobility 1.919, saturating velocity 1.906
  5.00 V: gain, constant mobility 2.028, saturating velocity 1.960
 20.00 V: gain, constant mobility 2.049, saturating velocity 1.818
100.00 V: gain, constant mobility 2.054, saturating velocity 1.439
largest gain with saturation 1.968 at 3.2 V
full device, 0.2 V, G/100: gain 1.412
full device, 5 V: gain 2.028
full device, 5 V, 100 G: gain 2.030
full device, 20 V, saturating velocity: gain 1.822
peak injection G t_p/n0 1.48e-03; at 100 G 0.148
theta, cathode exit speed 1e6 cm/s 0.4945
theta, cathode exit speed 1e3 cm/s 1.635
theta, hole-blocking cathode 111.9
Debye length 0.236 um
cathode layer width kT/(qE) 0.517 um
dielectric relaxation time 15.4 ps
saturation velocity used 1.0e+07 cm/s
photocurrent 0.325 uA
dark current 336 uA
absorbed light at 850 nm 2.34 mW/cm2
Joule heat 16.8 W/cm2, temperature rise 0.80 K
field / rough breakdown field of 3e5 V/cm 1.7e-03
```
